# The Caroli transmission formula from the Fisher-Lee relation

**Q.** I am told that the transmission through a device between two leads is $T=\mathrm{Tr}[\Gamma_L G\Gamma_R G^\dagger]$. Transmission belongs to waves with velocities and amplitudes. This trace contains none of them. What problem is it supposed to solve?

**A.** It describes elastic, coherent scattering of non-interacting particles. The device has a Hermitian Hamiltonian $H$ in an orthonormal basis. Two periodic leads, L and R, are attached to it, with no direct coupling between them.

In each lead I count layers $j=0,1,2,\dots$ away from the device. Layer 0 is the contact surface. For now it is a lead-like layer kept inside the device. One layer has Hamiltonian $h$, and $\tau=H_{j,j+1}$ is the hopping block; both may differ between the leads. Inside a lead,

$$(E-h)\psi_j=\tau^\dagger\psi_{j-1}+\tau\psi_{j+1}.\qquad(1)$$

A mode is a solution $\psi_j=u\lambda^j$ with $u^\dagger u=1$. It propagates if $\lambda=e^{ika}$ with real $k$, where $a$ is the layer spacing, and decays into the lead if $|\lambda|<1$.

The transmission $T$ is the sum of transmission probabilities over all open incoming and outgoing channels, so it can exceed one.

**Q.** The leads are infinite, but $G$ is a finite matrix. Where did the leads go?

**A.** They were eliminated. Let $g$ be the surface block, on layer 1, of the Green function of the isolated lead at energy $E+i\eta$, with $\eta\to0^+$. The device drives layer 1 through $\tau^\dagger\psi_0$, so

$$\psi_1=F\psi_0,\qquad F=g\tau^\dagger .$$

The device equation at layer 0 contains $\tau\psi_1=\Sigma\psi_0$, with the self-energy $\Sigma=\tau F=\tau g\tau^\dagger$. With both leads eliminated,

$$G=(E-H-\Sigma_L-\Sigma_R)^{-1},\qquad \Gamma_p=i(\Sigma_p-\Sigma_p^\dagger),\quad p=L,R.$$

I assume that the inverse exists, which excludes a bound state at $E$. A vector with $(E-H-\Sigma_L-\Sigma_R)\psi=0$ would be a solution without any incoming wave. The imaginary part of $\psi^\dagger(E-H-\Sigma_L-\Sigma_R)\psi=0$ gives $\psi^\dagger(\Gamma_L+\Gamma_R)\psi=0$, which, as shown below, means that no current leaves. Away from a band edge, such a state either vanishes in the leads or has only decaying tails there. At a band edge a mode with zero velocity also carries no current; band edges are excluded below.

**Q.** Why does this $\Sigma$ describe waves that leave, and not waves that arrive?

**A.** The lead beyond any layer looks the same, so $\psi_{j+1}=F\psi_j$, and the eigenvectors of $F$ are modes. For $\eta>0$ the response is bounded, hence $|\lambda|<1$. A propagating mode has $k(E+i\eta)\simeq k+i\eta/(\hbar v)$, and therefore $|\lambda|\simeq e^{-\eta a/(\hbar v)}$. This is below one if $v>0$, that is, if the mode moves away from the device. So $F$ selects outgoing and decaying modes.

At $E-i\eta$ the surface Green function is $g^\dagger$ and the self-energy is $\tau g^\dagger\tau^\dagger=\Sigma^\dagger$. The sign of the selected velocity is reversed. Thus

$$\Sigma u=\tau\lambda u\ \text{(outgoing, decaying)},\qquad \Sigma^\dagger u=\tau\lambda u\ \text{(incoming, decaying)}.\qquad(2)$$

I assume that each of these two sets is complete on a layer, and that $E$ is not at a band edge, where $v=0$.

**Q.** $\Gamma$ is the anti-Hermitian part of a self-energy, so it looks like a level broadening. What has it to do with velocity?

**A.** Compute the current from layer 0 to layer 1. The term $\tau^\dagger\psi_0$ in $i\hbar\dot\psi_1$ changes $|\psi_1|^2$ at the rate

$$J=\frac{1}{i\hbar}\left(\psi_1^\dagger\tau^\dagger\psi_0-\psi_0^\dagger\tau\psi_1\right)
=\frac{i}{\hbar}\left(\psi_0^\dagger\tau\psi_1-\psi_1^\dagger\tau^\dagger\psi_0\right).$$

For an outgoing wave $\tau\psi_1=\Sigma\psi_0$, which gives $J=\psi_0^\dagger\Gamma\psi_0/\hbar$. So $\Gamma$ measures the particle current into the lead, as long as no wave is coming in from that lead.

For one Bloch mode, $E(k)=u^\dagger(h+\tau e^{ika}+\tau^\dagger e^{-ika})u$. Since $u$ is a normalized eigenvector, its own change with $k$ does not contribute to the slope:

$$\hbar v=\frac{dE}{dk}=ia\,u^\dagger(\tau\lambda-\tau^\dagger\lambda^*)u=\hbar aJ.$$

Hence $J=v/a$. I write $w=\hbar|v|/a$, an energy, so an outgoing mode has $u^\dagger\Gamma u=w$.

**Q.** That is one mode at a time. A real outgoing wave is a superposition, and lead modes need not be orthogonal. What about the cross terms?

**A.** Current conservation removes them. Take two solutions $\psi^m,\psi^n$ of (1). Evaluate $\psi_j^{m\dagger}(E-h)\psi_j^n$ once with (1) for $\psi^n$ and once with the adjoint of (1) for $\psi^m$. Equating the results and rearranging gives

$$\psi_j^{m\dagger}\tau\psi_{j+1}^n-\psi_{j+1}^{m\dagger}\tau^\dagger\psi_j^n
=\psi_{j-1}^{m\dagger}\tau\psi_j^n-\psi_j^{m\dagger}\tau^\dagger\psi_{j-1}^n .$$

The left side is therefore independent of $j$. For two modes it is also proportional to $(\lambda_m^*\lambda_n)^j$. It must vanish unless $\lambda_m^*\lambda_n=1$. With $|\lambda|\le1$ this requires two propagating modes with equal $\lambda$. If several modes share one $\lambda$, choose orthonormal combinations that diagonalize the current among them.

At $j=0$, $i$ times the left side is $u_m^\dagger\Gamma u_n$ for outgoing and decaying modes. With these modes as the columns of $U$,

$$U^\dagger\Gamma U=\mathrm{diag}(w),\qquad(3)$$

where decaying modes have $w=0$.

In the incoming basis, (2) has $\Sigma^\dagger$ in place of $\Sigma$, which changes the sign of the expression. The outward velocity is negative too, so (3) holds again with $w>0$.

**Q.** Then can I expand $\Gamma$ in the modes themselves?

**A.** Not in general. Inverting (3) brings in the rows of $U^{-1}$. Call row $n$ of that matrix $\tilde u_n^\dagger$, so that $\tilde u_n^\dagger u_m=\delta_{nm}$. Then

$$\Gamma=(U^{-1})^\dagger\mathrm{diag}(w)\,U^{-1}=\sum_{n\,\rm open}\tilde u_n w_n\tilde u_n^\dagger,\qquad \Gamma u_m=w_m\tilde u_m.\qquad(4)$$

For orthonormal modes $\tilde u_n=u_n$. Otherwise decaying modes still matter: they help to fix the dual vectors $\tilde u_n$, although they carry no current.

**Q.** Now send in a wave. $G$ answers a source inside the device, but my wave comes from infinity.

**A.** The incoming wave can be rewritten as such a source. Let mode $u_m$ arrive from L. On the left surface $\psi_0=u_m+\phi_0$, where $\phi$ is outgoing or decaying. On the next lead layer $\psi_1=\lambda_mu_m+F_L(\psi_0-u_m)$. Multiplying by $\tau$ and using (2) for the incoming mode,

$$\tau\psi_1=\Sigma_L^\dagger u_m+\Sigma_L(\psi_0-u_m)=\Sigma_L\psi_0+(\Sigma_L^\dagger-\Sigma_L)u_m .$$

The last bracket is $i\Gamma_L$, because $i\Gamma_L=-(\Sigma_L-\Sigma_L^\dagger)$. The right lead contains only outgoing and decaying waves and supplies $\Sigma_R\psi$. The device equation becomes

$$(E-H-\Sigma_L-\Sigma_R)\psi=i\Gamma_Lu_m,\qquad \psi=iG\Gamma_Lu_m=iw_mG\tilde u_m.\qquad(5)$$

**Q.** And the transmission amplitude?

**A.** On the right surface expand $\psi_R=\sum_nb_nu_n$ in outgoing and decaying modes. The dual vector extracts $b_n=\tilde u_n^\dagger\psi_R=iw_m\tilde u_n^\dagger G_{RL}\tilde u_m$. Here $G_{RL}$ has its row index on the right surface and its column index on the left.

The outgoing current in channel $n$ is $w_n|b_n|^2/\hbar$, and the incident current is $w_m/\hbar$. The flux-normalized amplitude is $t_{nm}=\sqrt{w_n/w_m}\,b_n$:

$$t_{nm}=i\sqrt{w_nw_m}\;\tilde u_n^\dagger G_{RL}\tilde u_m .\qquad(6)$$

This is the Fisher-Lee relation on a lattice. For orthonormal modes it reads $t_{nm}=i(\hbar/a)\sqrt{v_nv_m}\,u_n^\dagger G_{RL}u_m$, with speeds $v_n,v_m>0$ and the same layer spacing $a$ in both leads; for different spacings $a$ is replaced by $\sqrt{a_La_R}$.

**Q.** There are the velocities and modes I asked for. How do they disappear again?

**A.** They add up to $\Gamma$. From (6),

$$|t_{nm}|^2=w_nw_m\,\tilde u_n^\dagger G_{RL}\,\tilde u_m\tilde u_m^\dagger\,G_{RL}^\dagger\tilde u_n .$$

By (4), the sum of $w_m\tilde u_m\tilde u_m^\dagger$ over open incoming channels is $\Gamma_L$. The remaining sum over $n$ is a trace with $\Gamma_R$:

$$T_{L\to R}=\sum_nw_n\tilde u_n^\dagger G_{RL}\Gamma_LG_{RL}^\dagger\tilde u_n
=\mathrm{Tr}[\Gamma_RG_{RL}\Gamma_LG_{RL}^\dagger].\qquad(7)$$

The sum over channels is what removes the modes. An individual $t_{nm}$ still needs them.

**Q.** Show me a case I can do on paper.

**A.** Take a chain with hopping $-1$ eV and one impurity site of energy $U_0=1$ eV, at $E=-1$ eV. The impurity site is the whole device, and both leads touch it.

The lead energy is $E=-2\cos ka$ in eV, so $\cos ka=1/2$ and the outgoing wave has $ka=\pi/3$. Each self-energy is $\Sigma=-e^{i\pi/3}$ eV, and $\Gamma=2\sin(\pi/3)=1.732$ eV. In units of eV,

$$G^{-1}=-1-1+2e^{i\pi/3}=-1+1.732\,i,\qquad |G|^2=\frac{1}{1+3}=0.25 .$$

Therefore $T=\Gamma^2|G|^2=3\times0.25=0.75$.

For general $E$ in the band, $E-2\Sigma=i\Gamma$, and $T=\Gamma^2/(\Gamma^2+U_0^2)$. A vanishing impurity gives $T=1$, a very strong one gives $T\to0$. At fixed $U_0\neq0$, $T$ also falls to zero as the band edge is approached, because the velocity vanishes.

**Q.** The letters in (7) are in the wrong order. You promised me $\Gamma_LG\Gamma_RG^\dagger$.

**A.** That order describes particles sent from R to L. The two traces agree for two leads, but this needs proof. From the definition of $G$, with $\Gamma=\Gamma_L+\Gamma_R$,

$$(G^{-1})^\dagger-G^{-1}=\Sigma_L+\Sigma_R-\Sigma_L^\dagger-\Sigma_R^\dagger=-i\Gamma .$$

Multiply by $G$ on the left and $G^\dagger$ on the right; then, separately, by $G^\dagger$ on the left and $G$ on the right. Both left sides become $G-G^\dagger$, so

$$G\Gamma G^\dagger=G^\dagger\Gamma G=i(G-G^\dagger).\qquad(8)$$

Multiply the first equality by $\Gamma_L$ and take the trace. The terms with two factors $\Gamma_L$ are equal by cyclic permutation and cancel. What remains is

$$\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]=\mathrm{Tr}[\Gamma_LG^\dagger\Gamma_RG]=\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]=T.\qquad(9)$$

**Q.** Does that not assume time-reversal symmetry?

**A.** No. It uses a Hermitian $H$ and exactly two leads. A magnetic field is allowed.

With a third lead, its self-energy enters $G$, and the derivation of (7) still gives the transmission from L to R. The exchange in (9) then has extra terms with $\Gamma_3$, and in a magnetic field the two traces can differ. An absorbing potential likewise adds a term to (8). If all Hamiltonian blocks are real, the equality survives for another reason: $G$ is then symmetric and each $\Gamma_p$ is real and symmetric, so transposing one trace gives the other.

**Q.** These are traces over the full device. Why should one block of $G$ be enough?

**A.** Because each $\Gamma_p$ is zero outside its contact surface. Write the indices out:

$$T=\sum_{a,b\in L}\ \sum_{c,d\in R}(\Gamma_L)_{ab}\,G_{bc}\,(\Gamma_R)_{cd}\,(G^\dagger)_{da},\qquad (G^\dagger)_{da}=G_{ad}^* .$$

Both $G_{bc}$ and $G_{ad}$ have their first index on L and their second on R. Hence

$$T=\mathrm{Tr}[\Gamma_LG_{LR}\Gamma_RG_{LR}^\dagger],\qquad(10)$$

where $G_{LR}^\dagger$ means $(G_{LR})^\dagger$ and the $\Gamma$'s are surface blocks. Equation (7) uses $G_{RL}$ instead. Either block suffices.

**Q.** So the middle of the device is irrelevant? That cannot be right.

**A.** It is not. The other blocks of $G$ drop out of the trace, but the block that remains depends on the interior. A layer-by-layer calculation shows how.

Number the device layers $1$ to $N$ from L to R, with hopping between neighbours only. Put $\Sigma_L$ into the block $H_{11}$ and $\Sigma_R$ into $H_{NN}$. Let $G^{(n)}$ be the Green function of the first $n$ layers. In the last column of $(E-H^{(n)})G^{(n)}=1$, the rows of the earlier layers give

$$G^{(n)}_{1n}=G^{(n-1)}_{1,n-1}H_{n-1,n}G^{(n)}_{nn}.$$

The same elimination for layer $n-1$, inserted in row $n$, gives

$$G^{(n)}_{nn}=\left(E-H_{nn}-H_{n,n-1}G^{(n-1)}_{n-1,n-1}H_{n-1,n}\right)^{-1}.$$

At $n=N$ the first formula delivers $G_{LR}$, provided every intermediate $G^{(n)}$ exists. That can fail even when $G$ exists: the first $n$ layers, cut off from the rest, may have a bound state exactly at $E$. Each interior layer has entered, yet the full inverse was never formed.

**Q.** You made the contact surfaces copies of a lead layer. My molecule touches the metal through one atom.

**A.** Keep the lead-like end layers at first, then move the cut inward past them. For one end layer let $g_p=(E-h_p-\Sigma_p)^{-1}$, and let $V_p$ be the hopping block from that layer to the inner device. Eliminating the layer gives the inner device the self-energy $\Sigma_p'=V_pg_pV_p^\dagger$. With $G'$ the inner Green function, the same elimination gives

$$G_{RL}=g_RV_R^\dagger G'V_Lg_L ,$$

provided the two end layers are not directly coupled. Insert this in (7) and permute cyclically:

$$T=\mathrm{Tr}\left[(V_Rg_R^\dagger\Gamma_Rg_RV_R^\dagger)\,G'\,(V_Lg_L\Gamma_Lg_L^\dagger V_L^\dagger)\,G'^\dagger\right].$$

The argument for (8), applied to one end layer, gives $g\Gamma g^\dagger=g^\dagger\Gamma g=i(g-g^\dagger)$. Each round bracket is then $i(\Sigma_p'-\Sigma_p'^\dagger)=\Gamma_p'$. The formula is unchanged, and $V_p$ was arbitrary. The contact surface consists of the inner orbitals that $V_p$ reaches, which may be one atom.

**Q.** I want to see it survive non-orthogonal modes and a magnetic field.

**A.** Take a strip three sites wide and five columns long, 15 orbitals in all. Hopping along and across is $-1$ eV. A skew bond of $-0.3$ eV joins each site to its diagonal neighbour in the next column, on one diagonal only. Lead R and the last column are raised by 0.5 eV. The three interior columns have site energies $(0.5,-0.5,1)$, $(-1,0.5,0)$ and $(0,1,-0.5)$ eV. Magnetic flux gives a phase of 0.6 rad around each square cell between the columns; the leads are field-free. With rows $y=0,1,2$, the skew bond joins row $y$ to row $y+1$ of the next column, and the matrix element of $H$ with row index on site $y$ of one column and column index on site $y'$ of the next carries the factor $e^{0.3i(y+y')}$. The entries of $G_{LR}$ depend on this choice of gauge; $T$ does not.

At $E=-1$ eV each lead has two open channels and one decaying mode. Two modes in R overlap by as much as 0.232. The surface matrices, in eV, are

$$\Gamma_L=\begin{pmatrix}1.2745&0.9824&-0.2814\\0.9824&1.2635&0.6884\\-0.2814&0.6884&1.6814\end{pmatrix},$$

$$\Gamma_R=\begin{pmatrix}1.4594&0.7061&-0.0626\\0.7061&1.3086&0.9845\\-0.0626&0.9845&1.0675\end{pmatrix},$$

and $G_{LR}$, in eV$^{-1}$, is

$$\begin{pmatrix}-0.0987-0.1541i&-0.1425-0.0230i&-0.0134+0.1631i\\0.0379-0.1319i&-0.0934+0.0507i&-0.1048+0.2682i\\0.0818+0.1890i&-0.1121+0.2054i&-0.2033+0.0991i\end{pmatrix}.$$

Let $X=\Gamma_LG_{LR}$ and $Y=G_{LR}\Gamma_R$. Since $\Gamma_RG_{LR}^\dagger=Y^\dagger$, equation (10) becomes $T=\sum_{ac}X_{ac}Y_{ac}^*$. The sum is real, being the trace of a product of two Hermitian matrices, so real parts suffice. The first row of $\Gamma_L$ times the first column of $G_{LR}$ gives $X_{11}=-0.1116-0.3792i$. Likewise $Y_{11}=-0.2438-0.2513i$. Their contribution is

$$(-0.1116)(-0.2438)+(-0.3792)(-0.2513)=0.1225 .$$

All nine contributions, in place, are

$$\begin{pmatrix}0.1225&0.0643&0.0808\\0.0326&0.1100&0.2543\\0.1222&0.2548&0.2268\end{pmatrix},$$

and they add up to $T=1.268$. Nine entries of $G$ were used out of 225.

**Q.** That only shows that you can multiply matrices. Does a wave agree?

**A.** Yes. The numerical check solves the same strip by matching waves, without $G$ or $\Gamma$. The four channel probabilities are 0.216, 0.316, 0.513 and 0.223, again 1.268 in total. The reflection is 0.732, and the two sum to the two incident channels. Waves sent from R also give 1.268, although $G$ is not symmetric. In the gauge above, $G_{LR}$ and the transpose of $G_{RL}$ differ by up to 0.396 eV$^{-1}$. That number changes with the gauge. The magnitudes of corresponding entries do not, and they differ by up to 0.202 eV$^{-1}$.

If the modes $u$ replace the dual vectors in (6), the result is 1.353, about 7% above the correct value.

**Q.** One last doubt. If $G_{LR}$ is not zero, something gets across. Must $T$ then be positive?

**A.** No. At $E=-3.6$ eV lead L has one open channel and lead R has none. The largest entry of $G_{LR}$ still has magnitude 0.230 eV$^{-1}$, yet $T=0$ to the five printed decimals. The wave reaches the right surface, but beyond it there are only decaying modes. They carry no current, so (4) gives $\Gamma_R=0$. The block $G_{LR}$ tells how the surfaces respond to each other; the two $\Gamma$'s tell whether current can enter and leave.

## Numbers as computed

```
IMPURITY IN A CHAIN
E = -1.0 eV, impurity = 1.0 eV, hopping = -1.0 eV
Gamma_L = Gamma_R = 1.73205 eV
|G|^2 = 0.25000 eV^-2
T from trace = 0.75000, from wave matching = 0.75000
STRIP
width = 3 sites, columns = 5, orbitals = 15
hopping = -1.0 eV, skew hopping = -0.3 eV
step of lead R = 0.5 eV, flux phase per cell = 0.6 rad
site energies, column 2 = [0.5, -0.5, 1.0] eV
site energies, column 3 = [-1.0, 0.5, 0.0] eV
site energies, column 4 = [0.0, 1.0, -0.5] eV
E = -1.0 eV, open channels: L = 2, R = 2
w incoming in L = [2.38273 1.73205] eV
w outgoing in R = [2.40517 1.32288] eV
|lam| of decaying modes in R = [0.30533]
largest overlap of two modes in R = 0.23175
Gamma_L on its surface (eV)
  +1.2745+0.0000i  +0.9824+0.0000i  -0.2814+0.0000i
  +0.9824-0.0000i  +1.2635+0.0000i  +0.6884+0.0000i
  -0.2814-0.0000i  +0.6884-0.0000i  +1.6814+0.0000i
Gamma_R on its surface (eV)
  +1.4594+0.0000i  +0.7061+0.0000i  -0.0626+0.0000i
  +0.7061-0.0000i  +1.3086+0.0000i  +0.9845+0.0000i
  -0.0626-0.0000i  +0.9845-0.0000i  +1.0675+0.0000i
G_LR (1/eV)
  -0.0987-0.1541i  -0.1425-0.0230i  -0.0134+0.1631i
  +0.0379-0.1319i  -0.0934+0.0507i  -0.1048+0.2682i
  +0.0818+0.1890i  -0.1121+0.2054i  -0.2033+0.0991i
|t_nm|^2, row n in R, column m in L:
  0.21586  0.31579
  0.51345  0.22318
T, wave matching L to R = 1.26829
T, wave matching R to L = 1.26829
T, full trace = 1.26829
T, recursive surface block = 1.26829
T, cut moved inward = 1.26829
reflection into L = 0.73171
wrong T with u in place of dual vectors = 1.35258
max |G_LR - transpose of G_RL| = 0.39611 1/eV
entries of G used = 9 of 225
ENERGY SCAN: E (eV), open L, open R, T matching, T block
lead R closed: max |G_LR| = 0.22987 1/eV
-3.6  1  0  0.00000  0.00000
-3.0  1  1  0.95485  0.95485
-1.8  2  1  0.87276  0.87276
-1.0  2  2  1.26829  1.26829
0.6  3  3  2.07083  2.07083
largest mismatch in scan = 2.8e-08
```
